# Electron correlation and the Al-H dissociation energy of AlH3: test program

```python
"""
Result under test: for AlH3 -> AlH2 + H the MP2 dissociation energy exceeds
the UHF one, mainly by the correlation energy inside the broken Al-H pair.

D         electronic dissociation energy, E(AlH2) + E(H) - E(AlH3)
E2        second-order (MP2) correlation energy, Al core orbitals frozen
p3, p2    E2 part inside one Al-H bond of AlH3, AlH2 (localized orbitals)
W3, W2    E2 part between different localized orbitals of AlH3, AlH2
All energies are in hartree internally, lengths in angstrom, angles in degree.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf, mp, ao2mo, lib

lib.num_threads(1)
BASIS = "def2-TZVP"
HARTREE = const.physical_constants["Hartree energy"][0]
KJ = HARTREE * const.N_A / 1000.0
EV = HARTREE / const.e


def alh3_atoms(r):
    angles = np.radians([0.0, 120.0, 240.0])
    return [("Al", (0.0, 0.0, 0.0))] + [
        ("H", (r * np.cos(t), r * np.sin(t), 0.0)) for t in angles]


def alh2_atoms(r, angle):
    half = np.radians(angle / 2)
    x, z = r * np.sin(half), r * np.cos(half)
    return [("Al", (0.0, 0.0, 0.0)), ("H", (x, 0.0, z)), ("H", (-x, 0.0, z))]


def h2_atoms(r):
    return [("H", (0.0, 0.0, 0.0)), ("H", (0.0, 0.0, r))]


def run_uhf(atoms, spin, dm0=None):
    mol = gto.M(atom=atoms, basis=BASIS, spin=spin, unit="Angstrom", verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def library_e2(mf, ncore):
    solver = mp.UMP2(mf, frozen=ncore)
    solver.verbose = 0
    return solver.kernel()[0]


def quadratic_minimum(points, energies):
    """Minimum of the quadratic through energies at scaled displacements."""
    points = np.asarray(points, float)
    n = points.shape[1]
    pairs = [(i, j) for i in range(n) for j in range(i, n)]
    design = np.column_stack([np.ones(len(points)), points]
                             + [points[:, i] * points[:, j] for i, j in pairs])
    shift = energies[0]
    coef = np.linalg.solve(design, np.asarray(energies) - shift)
    grad, hess = coef[1:n + 1], np.zeros((n, n))
    for value, (i, j) in zip(coef[n + 1:], pairs):
        hess[i, j] += value
        hess[j, i] += value
    assert np.all(np.linalg.eigvalsh(hess) > 0)
    x = -np.linalg.solve(hess, grad)
    assert np.max(np.abs(x)) < 1.0
    return x, shift + coef[0] + 0.5 * grad @ x


def find_minima(builder, start, steps, points, spin, ncore):
    """MP2 geometry, UHF geometry, UHF minimum energy, and MP2 checks."""
    e_uhf, e_mp2 = [], []
    for point in points:
        geometry = np.array(start) + np.array(steps) * np.array(point)
        mf = run_uhf(builder(*geometry), spin)
        e_uhf.append(mf.e_tot)
        e_mp2.append(mf.e_tot + library_e2(mf, ncore))
    x_mp2, fit_mp2 = quadratic_minimum(points, e_mp2)
    x_uhf, fit_uhf = quadratic_minimum(points, e_uhf)
    geo_mp2 = np.array(start) + np.array(steps) * x_mp2
    geo_uhf = np.array(start) + np.array(steps) * x_uhf
    mf = run_uhf(builder(*geo_mp2), spin)
    e2 = library_e2(mf, ncore)
    total = mf.e_tot + e2
    # The fit neglects cubic terms, worth about 1e-5 hartree on these stencils.
    assert abs(total - fit_mp2) < 5e-5
    assert total < min(e_mp2) + 2e-6
    return mf, e2, geo_mp2, geo_uhf, fit_uhf


def localize(mol, orbitals):
    """Rotation maximizing the sum of squared orbital centroids (Jacobi)."""
    dip = np.einsum("xpq,pi,qj->xij", mol.intor("int1e_r"), orbitals, orbitals)
    n = orbitals.shape[1]
    rot = np.eye(n)
    for _ in range(200):
        largest = 0.0
        for i in range(n):
            for j in range(i + 1, n):
                diff = dip[:, i, i] - dip[:, j, j]
                off = dip[:, i, j]
                b = off @ diff
                c = diff @ diff / 4 - off @ off
                if np.hypot(b, c) < 1e-11:
                    continue
                angle = np.arctan2(b, c) / 4
                largest = max(largest, abs(angle))
                step = np.eye(n)
                step[i, i] = step[j, j] = np.cos(angle)
                step[j, i], step[i, j] = np.sin(angle), -np.sin(angle)
                rot = rot @ step
                dip = np.einsum("xij,ik,jl->xkl", dip, step, step)
        if largest < 1e-9:
            break
    return rot, np.array([dip[:, i, i] for i in range(n)])


def pair_energies(mf, ncore):
    """Energies inside bonds, between orbitals, and with the odd electron."""
    occ, vir, e_occ, e_vir, rot, centre = [], [], [], [], [], []
    for s in (0, 1):
        filled = np.where(mf.mo_occ[s] > 0)[0][ncore:]
        empty = np.where(mf.mo_occ[s] == 0)[0]
        occ.append(mf.mo_coeff[s][:, filled])
        vir.append(mf.mo_coeff[s][:, empty])
        e_occ.append(mf.mo_energy[s][filled])
        e_vir.append(mf.mo_energy[s][empty])
        u, c = localize(mf.mol, occ[s])
        rot.append(u)
        centre.append(c)

    def local_pairs(s, t):
        shape = (occ[s].shape[1], vir[s].shape[1],
                 occ[t].shape[1], vir[t].shape[1])
        k = ao2mo.general(mf._eri, (occ[s], vir[s], occ[t], vir[t]),
                          compact=False).reshape(shape)
        gap = (e_occ[s][:, None, None, None] - e_vir[s][None, :, None, None]
               + e_occ[t][None, None, :, None] - e_vir[t][None, None, None, :])
        amp = k / gap
        k = np.einsum("iajb,ik,jl->kalb", k, rot[s], rot[t], optimize=True)
        amp = np.einsum("iajb,ik,jl->kalb", amp, rot[s], rot[t], optimize=True)
        if s == t:
            k = k - k.transpose(0, 3, 2, 1)
        return np.einsum("iajb,iajb->ij", amp, k)

    opposite = local_pairs(0, 1)
    same = [local_pairs(0, 0), local_pairs(1, 1)]
    total = opposite.sum() + 0.5 * (same[0].sum() + same[1].sum())
    distance = np.linalg.norm(centre[0][:, None] - centre[1][None], axis=2)
    partner = distance.argmin(axis=0)
    assert len(set(partner)) == len(partner)
    inside = np.array([opposite[a, b] for b, a in enumerate(partner)])
    odd = [a for a in range(len(centre[0])) if a not in partner]
    with_odd = sum(opposite[a].sum() + same[0][a].sum() - same[0][a, a]
                   for a in odd)
    return inside, total - inside.sum(), with_odd, total


# Equilibrium structures and energies
line = [(0,), (1,), (-1,)]
plane = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1), (1, 1)]
mf3, e2_3, geo3, geo3_uhf, min3_uhf = find_minima(
    alh3_atoms, [1.585], [0.03], line, 0, 5)
mf2, e2_2, geo2, geo2_uhf, min2_uhf = find_minima(
    alh2_atoms, [1.595, 118.5], [0.03, 4.0], plane, 1, 5)
mfhh, e2_hh, geohh, _, _ = find_minima(h2_atoms, [0.74], [0.02], line, 0, 0)
mfh = run_uhf([("H", (0.0, 0.0, 0.0))], 1)

# One electron: self-repulsion cancels in UHF
lowest = eigh(mfh.get_hcore(), mfh.get_ovlp(), eigvals_only=True)[0]
assert abs(lowest - mfh.e_tot) < 1e-8

# The solutions are minima with respect to UHF orbital rotations
for solution in (mf3, mf2):
    assert solution.stability(return_status=True)[2]
s2_alh3, s2_alh2 = mf3.spin_square()[0], mf2.spin_square()[0]
assert abs(s2_alh3) < 1e-5

# Separated system with opposite unpaired spins equals the sum of fragments
far_distance = 20.0
dm2, dmh = mf2.make_rdm1(), mfh.make_rdm1()
dm_far = np.array([block_diag(dm2[0], dmh[1]), block_diag(dm2[1], dmh[0])])
mf_far = run_uhf(alh2_atoms(*geo2) + [("H", (0.0, 0.0, -far_distance))],
                 0, dm_far)
e2_far = library_e2(mf_far, 5)
far_error_uhf = mf_far.e_tot - mf2.e_tot - mfh.e_tot
far_error_mp2 = far_error_uhf + e2_far - e2_2
assert abs(far_error_uhf) < 1e-5 and abs(far_error_mp2) < 1e-5

# MP2 energy of H2 from its definition as a second derivative
c = mfhh.mo_coeff[0]
n = c.shape[1]
one = c.T @ mfhh.get_hcore() @ c
two = ao2mo.restore(1, ao2mo.kernel(mfhh._eri, c), n)
unit = np.eye(n)
full = (np.kron(one, unit) + np.kron(unit, one)
        + two.transpose(0, 2, 1, 3).reshape(n * n, n * n))
fock = np.diag(mfhh.mo_energy[0])
zeroth = np.kron(fock, unit) + np.kron(unit, fock)


def ground(strength):
    return np.linalg.eigvalsh(zeroth + strength * (full - zeroth))[0]


lam = 0.01
e2_definition = (ground(lam) + ground(-lam) - 2 * ground(0.0)) / (2 * lam**2)
assert abs(e2_definition - e2_hh) < 1e-5
full_corr_hh = ground(1.0) + mfhh.mol.energy_nuc() - mfhh.e_tot

# Localized pair energies against the independent MP2 implementation
inside3, W3, odd3, sum3 = pair_energies(mf3, 5)
inside2, W2, odd2, sum2 = pair_energies(mf2, 5)
assert abs(sum3 - e2_3) < 1e-7 and abs(sum2 - e2_2) < 1e-7
assert len(inside3) == 3 and len(inside2) == 2
assert np.ptp(inside3) < 1e-5 and np.ptp(inside2) < 1e-5
p3, p2 = inside3.mean(), inside2.mean()

# Dissociation energies and the cause of their difference
D_uhf = mf2.e_tot + mfh.e_tot - mf3.e_tot
D_mp2 = D_uhf + e2_2 - e2_3
D_uhf_own = min2_uhf + mfh.e_tot - min3_uhf
gain = D_mp2 - D_uhf
broken, survivors, between = -p3, 2 * (p2 - p3), W2 - W3
assert gain > 0
assert abs(broken + survivors + between - gain) < 1e-6
assert broken > 0.5 * gain
assert broken > max(abs(survivors), abs(between))

# Control reaction AlH3 + H -> AlH2 + H2 keeps the number of pairs
D_hh_uhf = 2 * mfh.e_tot - mfhh.e_tot
control_uhf = D_uhf - D_hh_uhf
control_corr = gain + e2_hh
assert abs(control_corr) < 0.5 * gain


def show(label, value, digits, unit_name):
    print(f"{label}: {value:.{digits}f} {unit_name}".rstrip())


print("basis:", BASIS)
show("AlH3 bond length, MP2", geo3[0], 4, "angstrom")
show("AlH3 bond length, UHF", geo3_uhf[0], 4, "angstrom")
show("AlH2 bond length, MP2", geo2[0], 4, "angstrom")
show("AlH2 bond length, UHF", geo2_uhf[0], 4, "angstrom")
show("AlH2 angle, MP2", geo2[1], 2, "degree")
show("AlH2 angle, UHF", geo2_uhf[1], 2, "degree")
show("H2 bond length, MP2", geohh[0], 4, "angstrom")
show("AlH3 UHF energy", mf3.e_tot, 6, "hartree")
show("AlH2 UHF energy", mf2.e_tot, 6, "hartree")
show("H UHF energy", mfh.e_tot, 6, "hartree")
show("H2 UHF energy", mfhh.e_tot, 6, "hartree")
show("AlH3 correlation energy E2", e2_3, 6, "hartree")
show("AlH2 correlation energy E2", e2_2, 6, "hartree")
show("H2 correlation energy E2", e2_hh, 6, "hartree")
show("H2 E2 from second derivative", e2_definition, 6, "hartree")
show("H2 full correlation energy in basis", full_corr_hh, 6, "hartree")
show("H2 share of correlation found by MP2", 100 * e2_hh / full_corr_hh, 1, "%")
show("AlH2 spin expectation <S^2>", s2_alh2, 4, "(hbar^2)")
show("distance of H in separated system", far_distance, 1, "angstrom")
print(f"separated minus fragments, UHF: {far_error_uhf:.1e} hartree")
print(f"separated minus fragments, MP2: {far_error_mp2:.1e} hartree")
show("D(UHF) at MP2 geometries", D_uhf * KJ, 1, "kJ/mol")
show("D(MP2) at MP2 geometries", D_mp2 * KJ, 1, "kJ/mol")
show("D(UHF) in eV", D_uhf * EV, 3, "eV")
show("D(MP2) in eV", D_mp2 * EV, 3, "eV")
show("D(UHF) at UHF minima", D_uhf_own * KJ, 1, "kJ/mol")
show("correlation gain D(MP2)-D(UHF)", gain * KJ, 1, "kJ/mol")
show("p3, inside one AlH3 bond", p3 * KJ, 1, "kJ/mol")
show("p2, inside one AlH2 bond", p2 * KJ, 1, "kJ/mol")
show("W3, between orbitals in AlH3", W3 * KJ, 1, "kJ/mol")
show("W2, between orbitals in AlH2", W2 * KJ, 1, "kJ/mol")
show("part of W2 with unpaired electron", odd2 * KJ, 1, "kJ/mol")
show("part of W2 between the two bonds", (W2 - odd2) * KJ, 1, "kJ/mol")
show("W3 per pair of bonds", W3 * KJ / 3, 1, "kJ/mol")
show("ledger: broken pair", broken * KJ, 1, "kJ/mol")
show("ledger: surviving pairs", survivors * KJ, 1, "kJ/mol")
show("ledger: between orbitals", between * KJ, 1, "kJ/mol")
show("broken pair / correlation gain", 100 * broken / gain, 1, "%")
show("H2 dissociation energy, UHF", D_hh_uhf * KJ, 1, "kJ/mol")
show("H2 correlation gain", -e2_hh * KJ, 1, "kJ/mol")
show("control reaction energy, UHF", control_uhf * KJ, 1, "kJ/mol")
show("control reaction energy, MP2", (control_uhf + control_corr) * KJ, 1,
     "kJ/mol")
show("control reaction, correlation part", control_corr * KJ, 1, "kJ/mol")
print("no test failed")
```

Running it gives:

```
basis: def2-TZVP
AlH3 bond length, MP2: 1.5774 angstrom
AlH3 bond length, UHF: 1.5781 angstrom
AlH2 bond length, MP2: 1.5893 angstrom
AlH2 bond length, UHF: 1.5893 angstrom
AlH2 angle, MP2: 118.56 degree
AlH2 angle, UHF: 118.39 degree
H2 bond length, MP2: 0.7379 angstrom
AlH3 UHF energy: -243.641318 hartree
AlH2 UHF energy: -243.032884 hartree
H UHF energy: -0.499810 hartree
H2 UHF energy: -1.132553 hartree
AlH3 correlation energy E2: -0.084961 hartree
AlH2 correlation energy E2: -0.061810 hartree
H2 correlation energy E2: -0.027745 hartree
H2 E2 from second derivative: -0.027745 hartree
H2 full correlation energy in basis: -0.035696 hartree
H2 share of correlation found by MP2: 77.7 %
AlH2 spin expectation <S^2>: 0.7539 (hbar^2)
distance of H in separated system: 20.0 angstrom
separated minus fragments, UHF: -4.2e-12 hartree
separated minus fragments, MP2: -2.0e-09 hartree
D(UHF) at MP2 geometries: 285.2 kJ/mol
D(MP2) at MP2 geometries: 346.0 kJ/mol
D(UHF) in eV: 2.956 eV
D(MP2) in eV: 3.586 eV
D(UHF) at UHF minima: 285.2 kJ/mol
correlation gain D(MP2)-D(UHF): 60.8 kJ/mol
p3, inside one AlH3 bond: -65.1 kJ/mol
p2, inside one AlH2 bond: -63.8 kJ/mol
W3, between orbitals in AlH3: -27.8 kJ/mol
W2, between orbitals in AlH2: -34.6 kJ/mol
part of W2 with unpaired electron: -24.8 kJ/mol
part of W2 between the two bonds: -9.8 kJ/mol
W3 per pair of bonds: -9.3 kJ/mol
ledger: broken pair: 65.1 kJ/mol
ledger: surviving pairs: 2.5 kJ/mol
ledger: between orbitals: -6.8 kJ/mol
broken pair / correlation gain: 107.1 %
H2 dissociation energy, UHF: 349.0 kJ/mol
H2 correlation gain: 72.8 kJ/mol
control reaction energy, UHF: -63.8 kJ/mol
control reaction energy, MP2: -75.9 kJ/mol
control reaction, correlation part: -12.1 kJ/mol
no test failed
```
